# Vibrations within a spin-crossing seam from a weighted mixture of state Hessians

## A crossing in two coordinates

Take a unit mass moving in two coordinates, $z$ and $x$, with two spin states whose energies are

$$E_1=s_1z+\tfrac12k_1x^2,\qquad E_2=s_2z+\tfrac12k_2x^2,\qquad s_1\neq s_2 .$$

The states have equal energy where $(s_1-s_2)z+\tfrac12(k_1-k_2)x^2=0$, which is the parabola

$$z=-\frac{k_1-k_2}{2(s_1-s_2)}\,x^2 .$$

This curve is the seam. Moving along it changes $z$ in second order in $x$, but $E_1$ is linear in $z$, so the bend contributes to the energy at the same order as the force constant. Inserting $z$ into $E_1$ gives

$$E=\tfrac12x^2\left[k_1-\frac{s_1(k_1-k_2)}{s_1-s_2}\right]
=\tfrac12x^2\,\frac{-s_2k_1+s_1k_2}{s_1-s_2}.$$

The stiffness along the seam is a weighted mixture $k=w_1k_1+w_2k_2$, with $w_1=-s_2/(s_1-s_2)$ and $w_2=s_1/(s_1-s_2)$. The weights add to one.

If the slopes have opposite signs (a peaked crossing), both weights are positive and $k$ lies between $k_1$ and $k_2$. If they have the same sign (a sloped crossing), one weight is negative. For $0<s_2<s_1$ and $k_2>k_1$,

$$k-k_2=\frac{s_2(k_2-k_1)}{s_1-s_2}>0,$$

so the seam is stiffer than either state: it bends uphill on both surfaces. The silylene molecule treated below does this in its symmetric stretch.

## The general statement

Let $E_1(x)$ and $E_2(x)$ be smooth energies of two spin states, computed without spin-orbit coupling, for nuclei with diagonal mass matrix $M$. Hartree atomic units are used, with $\hbar=1$. In mass-weighted coordinates $y=M^{1/2}x$ the kinetic energy is $\tfrac12|\dot y|^2$. Gradients become $M^{-1/2}\nabla_xE_i$ and Hessians $H_i=M^{-1/2}(\nabla_x\nabla_xE_i)M^{-1/2}$. From here on $\nabla$ acts on $y$.

The seam is the surface $D=E_1-E_2=0$. Let $y_0$ be a point on it where the energy is stationary with respect to motion within the seam, and let $\nabla D\neq0$ there. Define

$$n=\frac{\nabla D}{|\nabla D|},\qquad P=1-nn^{T},\qquad s_i=n\cdot\nabla E_i .$$

The claim is that small vibrations confined to the seam have squared frequencies equal to the eigenvalues, on the space orthogonal to $n$, of

$$P H_L P,\qquad H_L=w_1H_1+w_2H_2,\qquad w_1=\frac{-s_2}{s_1-s_2},\quad w_2=\frac{s_1}{s_1-s_2}.$$

Stationarity is a real restriction. At an arbitrary seam point a force remains along the seam, and there is no equilibrium to vibrate about. The usual stationary point is the minimum-energy crossing point, at which $PH_LP$ has no negative eigenvalue.

Both derivations need the multiplier. Stationarity within the seam means that $\nabla E_1$ has no component orthogonal to $n$, hence

$$\nabla E_1=\lambda\nabla D .$$

Subtracting $\nabla D$ from both sides gives $\nabla E_2=(\lambda-1)\nabla D$, so both gradients lie along $n$. Projecting on $n$, with $|\nabla D|=n\cdot(\nabla E_1-\nabla E_2)=s_1-s_2$, gives

$$\lambda=\frac{s_1}{s_1-s_2}=w_2,\qquad 1-\lambda=w_1 .$$

Since $|\nabla D|>0$, this direction of $n$ makes $s_1>s_2$.

## First derivation: the energy on the curved seam

Write a nearby point as $y=y_0+t+pn$, with $n\cdot t=0$. The vector $t$ moves in the tangent plane, and $p$ is the departure from that plane needed to stay on the seam. Expanding the constraint,

$$0=D=|\nabla D|\,p+\tfrac12(t+pn)^T(H_1-H_2)(t+pn)+O(3).$$

There is no term linear in $t$, because $\nabla D$ is orthogonal to $t$. Hence $p$ is of second order in $t$, the terms containing $p$ inside the quadratic form are of third order or higher, and

$$p=-\frac{t^T(H_1-H_2)t}{2|\nabla D|}+O(t^3).$$

The energy of state 1 at the same point is

$$E=E_0+s_1p+\tfrac12t^TH_1t+O(t^3),$$

again without a linear term in $t$, this time because $y_0$ is stationary. Inserting $p$ and using $s_1/|\nabla D|=\lambda$,

$$E=E_0+\tfrac12t^T\left[H_1-\lambda(H_1-H_2)\right]t+O(t^3)
=E_0+\tfrac12t^TH_Lt+O(t^3).$$

Starting from state 2 gives the same result. Its slope is $s_2=(\lambda-1)|\nabla D|$, so the bracket is $H_2-(\lambda-1)(H_1-H_2)=(1-\lambda)H_1+\lambda H_2$.

The kinetic energy is $\tfrac12|\dot t|^2+\tfrac12\dot p^2$. Since $p$ is quadratic in $t$, $\dot p$ is of order $t\dot t$ and $\dot p^2$ is of fourth order in small amplitudes. To quadratic order the Lagrangian is

$$\mathcal L=\tfrac12|\dot t|^2-E_0-\tfrac12t^TH_Lt .$$

Varying $t$ within the tangent plane gives $\ddot t=-PH_LP\,t$. A solution $t=e\cos\omega t'$, with $t'$ the time, requires $PH_LPe=\omega^2e$, as claimed.

## Second derivation: the constraint force

Now leave the seam equation unsolved. An ideal constraint exerts a force normal to the surface $D=0$ and does no work along it. The equations of motion are

$$\ddot y=-\nabla E_1+\mu\nabla D,\qquad D(y)=0,$$

where $\mu$ varies in time so as to keep the constraint. At rest at $y_0$ the force vanishes if $\mu=\lambda$.

Set $y=y_0+\delta$ and $\mu=\lambda+\nu$, with $\delta$ and $\nu$ small. To first order,

$$\nabla E_1\to\nabla E_1+H_1\delta,\qquad \nabla D\to\nabla D+(H_1-H_2)\delta .$$

The zeroth-order terms cancel, the product $\nu(H_1-H_2)\delta$ is of second order, and

$$\ddot\delta=-H_1\delta+\lambda(H_1-H_2)\delta+\nu|\nabla D|\,n
=-H_L\delta+\nu|\nabla D|\,n .$$

The linearized constraint is $n\cdot\delta=0$, so $\delta=P\delta$ and $n\cdot\ddot\delta=0$. Applying $P$ removes the term in $\nu$:

$$\ddot\delta=-PH_LP\,\delta .$$

The component along $n$ fixes the varying part of the constraint force, $\nu=n^TH_L\delta/|\nabla D|$. The second Hessian enters here because the normal of the seam turns as the molecule moves, which tilts the finite force $\lambda\nabla D$.

## What each derivation assumes

Both assume smooth energies, $\nabla D\neq0$, a stationary point and small amplitudes. They differ in what they take as given.

The first needs the seam to be solvable locally as a height $p$ over its tangent plane, which $\nabla D\neq0$ ensures. It yields an energy function on the seam, so it also supports statistical mechanics: the harmonic partition function of nonadiabatic transition-state theory needs this energy, and no trajectory has to stay on the seam.

The second does not solve for the seam, but it postulates a normal constraint force. No such force acts in a real molecule, which crosses the seam and leaves it. The constrained motion is a construction for obtaining frequencies. Assigning the zero-point energy $\tfrac12\sum\omega$ to them is a further step, harmonic quantization, that neither derivation supplies.

Each route was tested on model surfaces in four dimensions with masses 1, 2, 3 and 5, cubic terms, and slopes before mass-weighting of $(0.9,-0.5)$ and $(0.9,0.2)$. These give weights $(0.357,0.643)$ and $(-0.286,1.286)$. Second differences of the energy on the numerically solved seam agreed with the mixture to $5\times10^{-6}$ in every matrix element. The better of the two single-state Hessians was wrong by at least 0.14 in its worst element. Constrained trajectories of amplitude $10^{-3}$ followed the predicted cosine over one period to within $4\times10^{-4}$ of the amplitude.

## Limits, failures and rotations

Using one state's Hessian leaves out the bend. From the definition of $H_L$,

$$H_L-H_1=w_2(H_2-H_1),\qquad H_L-H_2=w_1(H_1-H_2).$$

The error is the other state's weight times the projected difference of the Hessians. If $s_2=0$, so that state 2 is itself stationary at the crossing, then $w_1=0$ and its Hessian suffices.

In the opposite limit, $s_1\to s_2$ with both slopes nonzero, the weights grow without bound. A large negative weight can make $PH_LP$ negative in some direction even when both states have positive Hessians; the point is then not a minimum on the seam. At $\nabla D=0$ the normal is undefined and the result fails.

Rotations give a further distinction. Let $A$ be the antisymmetric matrix generating a rigid rotation. It acts in the same way on $x$ and $y$, because the three coordinates of an atom share one mass. Rotational invariance means $\nabla E_i(y)\cdot Ay=0$ for every $y$. Differentiating with respect to $y$,

$$H_iAy+A^T\nabla E_i=0\quad\Rightarrow\quad H_iAy=A\nabla E_i .$$

A single state has a nonzero gradient at a general crossing, so its Hessian need not annihilate rotations. The mixture does, because $w_1\nabla E_1+w_2\nabla E_2=(1-\lambda)\lambda\nabla D+\lambda(\lambda-1)\nabla D=0$. Since $D$ is invariant too, rotations and translations are orthogonal to $n$. A nonlinear molecule of $N$ atoms therefore has $3N-6-1=3N-7$ seam vibrations.

## Silylene

Silylene, SiH$_2$, is a reactive fragment in chemical vapour deposition from silane. Its ground state is a singlet (state 1) and it has a low-lying triplet (state 2). The energies are frozen-core MP2 in the def2-SVP basis, on restricted and unrestricted Hartree–Fock references. The triplet reference has $\langle S^2\rangle=2.006$, close to the pure value 2.

The singlet minimum has an angle of 92.4° and bonds of 1.516 Å. The crossing point lies 0.602 eV higher (about 0.71 eV in def2-TZVP), at 121.9° and 1.474 Å in the small basis. Its mass-weighted slopes are $s_1=1.0657\times10^{-3}$ and $s_2=0.0902\times10^{-3}$ a.u. Both are positive, so the crossing is sloped:

$$w_1=-\frac{0.0902}{1.0657-0.0902}=-0.0925,\qquad w_2=\frac{1.0657}{1.0657-0.0902}=1.0925 .$$

With three atoms there are $9-7=2$ seam modes: a symmetric stretch with some bending mixed in, and an antisymmetric stretch. The table gives wavenumbers in cm$^{-1}$. The single-state columns hold the mode vectors fixed and change the Hessian. The entries come from finite differences and are uncertain by about 0.2 cm$^{-1}$.

| Mode | Mixture | Seam energies | Singlet | Triplet |
|---|---|---|---|---|
| Symmetric | 2132.1 | 2132.3 | 2045.1 | 2124.9 |
| Antisymmetric | 2366.3 | 2366.5 | 2366.1 | 2366.3 |

The column "Seam energies" uses no Hessian for the curvature. The atoms were displaced by 1.5 mass-weighted a.u. along each mode, shifted along $n$ until the two MP2 energies agreed, and the resulting energies differenced. For the symmetric mode the mixture can be followed by hand:

$$\omega^2=-0.0925\,(2045.1)^2+1.0925\,(2124.9)^2\approx(2132\ \mathrm{cm^{-1}})^2 .$$

It exceeds both single-state values, as in the two-coordinate case. In the antisymmetric mode the two Hessians nearly coincide, so by the formula for $p$ the seam hardly bends in that direction and the weights hardly matter.

The rotational argument shows in the numbers as well. The seven remaining modes of the projected mixture, which should be zero, reach at most 1.4 cm$^{-1}$. If $n$ alone is projected from the singlet Hessian, all three rotations acquire spurious curvature. The largest of these false modes is imaginary, with magnitude 804 cm$^{-1}$. Rotations were removed for the single-state columns of the table.

The seam zero-point energy is $(2132.1+2366.3)/2=2249.2$ cm$^{-1}$. At 900 K, a rough temperature for silane deposition, $k_BT$ is about 626 cm$^{-1}$. With the electronic energy held fixed, the singlet Hessian lowers the zero-point energy by 43.6 cm$^{-1}$ and makes its Boltzmann factor too large by $e^{43.6/626}=1.07$, or 7%. The triplet Hessian errs by 0.6%.

## Motion across the seam

The constrained picture omits tunnelling through the crossing. The simplest model of it has two linear potentials $s_iz$ and a weak, constant coupling. In momentum space $z=i\,d/dq$, where $q$ is the momentum along $n$, and the eigenfunctions at energy $E$ are

$$\phi_i(q)=(2\pi|s_i|)^{-1/2}\exp\left[-\frac{i}{s_i}\left(Eq-\frac{q^3}{6}\right)\right].$$

With $c=|1/s_1-1/s_2|$, the overlap of $\phi_1$ and $\phi_2$ is an integral of $\exp[\pm ic(Eq-q^3/6)]$. Substituting $q=(2/c)^{1/3}k$ turns the exponent into $\pm i(\kappa Ek-k^3/3)$ with $\kappa=2^{1/3}c^{2/3}$, so the overlap is proportional to the Airy function $\mathrm{Ai}(-\kappa E)$.

By the golden rule, the thermal rate is proportional to $F(a)=\int e^{a\tau}\mathrm{Ai}^2(\tau)\,d\tau$, with $\tau=-\kappa E$, $a=\beta/\kappa$ and $\beta=1/k_BT$. From $\mathrm{Ai}''=\tau\,\mathrm{Ai}$ the square $f=\mathrm{Ai}^2$ obeys $f'''=4\tau f'+2f$. Multiplying by $e^{a\tau}$ and integrating by parts,

$$-a^3F=-4(F+aF')+2F\quad\Rightarrow\quad\frac{F'}{F}=\frac{a^2}{4}-\frac1{2a},$$

so $F\propto a^{-1/2}e^{a^3/12}$. The factor $a^{-1/2}$ is the classical result, obtained from the averaged tail $f\approx1/(2\pi\sqrt{-\tau})$. Tunnelling multiplies it by

$$e^{a^3/12}=\exp\left[\frac{\beta^3}{24c^2}\right]
=\exp\left[\frac{\beta^3s_1^2s_2^2}{24(s_1-s_2)^2}\right].$$

With the silylene slopes at 900 K this is 1.018, but the number illustrates the formula and is not a tunnelling factor for the molecule. Along $n$ the triplet has a harmonic wavenumber of about 1270 cm$^{-1}$, so its minimum in that direction lies only $s_2^2/(2n^TH_2n)\approx27$ cm$^{-1}$ below the crossing. This is far less than the zero-point energy of about 640 cm$^{-1}$. The triplet motion is therefore bound and curvature outweighs the slope, which can turn the quantum correction into a reduction of the rate. With a harmonic triplet of this wavenumber and the singlet still taken as linear, the golden-rule sum at 900 K is about 0.7 of the classical crossing flux. The linear model needs slopes that dominate the curvature over the width of the wavefunctions.

The golden rule also requires a small transition probability. An energy-normalized state carries an incoming flux $1/2\pi$, so a coupling $V$ gives the probability

$$4\pi^2V^2|\langle\phi_1|\phi_2\rangle|^2=4\pi^2|w_1w_2|(\kappa V)^2\,\mathrm{Ai}^2(-\kappa E),$$

where the Airy energy is $1/\kappa=372$ cm$^{-1}$. A one-electron estimate of the spin-orbit coupling, with the bare silicon charge and no two-electron screening, is 101 cm$^{-1}$. Since $\mathrm{Ai}^2$ never exceeds 0.29 and $|w_1w_2|=0.101$, the probability stays below 0.09. Within the linear model the weak-coupling condition is thus met.

## How far the silylene numbers can be trusted

At the classical turning points of the zero-point motion, the true seam energy is 0.87 of the harmonic value for the stretched symmetric mode and 1.15 for the compressed one. The antisymmetric ratio is 1.01. The symmetric stretch is therefore visibly anharmonic. Neither wavenumber predicts an observed line, because a real molecule is not held on the seam.

Going to def2-TZVP opens the crossing angle by 3.4° and shifts the two wavenumbers by roughly $-9$ and $+5$ cm$^{-1}$. The weight $w_1$ more than doubles in size, to $-0.198$, because the small slope $s_2$ roughly doubles. The separation between the mixture and the triplet Hessian in the symmetric mode then grows from 7 to about 15 cm$^{-1}$. Since $1/c=|w_1|s_1$, the tunnelling exponent of the linear model would grow by $(0.198/0.0925)^2\approx4.6$ at fixed $s_1$, giving a factor of about 1.08; with $s_1$ also taken from the larger basis, where it is 5% larger, the factor is 1.09.

The largest error found is in the location of the crossing. At the MP2 crossing point, CCSD(T) in the same small basis puts the singlet 0.21 eV below the triplet. With the MP2 slopes, closing this gap raises the singlet energy by $w_2\times0.2075\approx0.23$ eV. If CCSD(T) gave the same bending energy up to the MP2 point, the crossing would lie near 0.83 eV instead of 0.60 eV. This is a first-order extrapolation in the small basis, good to about 0.02 eV. CCSD(T) gives 0.58 eV for the bending energy, and following $n$ until the two CCSD(T) energies meet, without relaxing along the seam, gives about 0.85 eV. At 900 K the increase lowers the Boltzmann factor about twentyfold, far more than the 7% at stake in the choice of Hessian. The basis matters too: at the MP2 level, def2-TZVP raises the crossing energy by about 0.11 eV, which alone lowers the factor about fourfold.

The singlet calculations also start from a restricted Hartree–Fock reference that is unstable at the crossing. A spin-polarized solution lies 0.38 eV lower, a sign that one closed-shell determinant describes the singlet poorly there. The instability is also present at the singlet minimum, where it amounts to only 0.09 eV, so it affects the two ends of the crossing height unequally. The slopes, weights and wavenumbers given here therefore illustrate the formula and are not reliable predictions for silylene.

For a rate through such a crossing, the crossing energy should be settled first. The mixture then gives the consistent harmonic frequencies at that point, and it matters most where the two slopes are comparable in size, above all when they are nearly equal, and the Hessians differ along the seam. The numerical output below lists the main computed values.

## Computed results

```
peaked model, weights w1 w2: 0.3571 0.6429
peaked model, Hessian error of mixture: 5.2e-07 a.u.
peaked model, smaller single-state error: 0.140 a.u.
peaked model, trajectory error / amplitude: 3.1e-04
sloped model, weights w1 w2: -0.2857 1.2857
sloped model, Hessian error of mixture: 4.6e-06 a.u.
sloped model, smaller single-state error: 0.143 a.u.
sloped model, trajectory error / amplitude: 4.6e-05
SiH2, frozen-core MP2/def2-SVP, state 1 singlet, state 2 triplet
singlet minimum, bond length: 1.5162 angstrom
singlet minimum, angle: 92.39 degree
crossing, bond length: 1.4744 angstrom
crossing, angle: 121.86 degree
crossing above singlet minimum: 0.6020 eV
triplet UHF <S^2> at crossing: 2.0058
mass-weighted slope s1 (singlet): 1.0657e-03 a.u.
mass-weighted slope s2 (triplet): 9.0249e-05 a.u.
weight w1 (singlet): -0.0925
weight w2 (triplet): 1.0925
symmetric seam mode, mixture: 2132.1 cm^-1
symmetric seam mode, direct seam energies: 2132.3 cm^-1
symmetric seam mode, singlet Hessian only: 2045.1 cm^-1
symmetric seam mode, triplet Hessian only: 2124.9 cm^-1
symmetric seam mode, shift to def2-TZVP: -9.0 cm^-1
antisymmetric seam mode, mixture: 2366.3 cm^-1
antisymmetric seam mode, direct seam energies: 2366.5 cm^-1
antisymmetric seam mode, singlet Hessian only: 2366.1 cm^-1
antisymmetric seam mode, triplet Hessian only: 2366.3 cm^-1
antisymmetric seam mode, shift to def2-TZVP: +4.5 cm^-1
largest of 7 null modes, mixture: 1.34 cm^-1
third-largest |mode|, singlet Hessian with only n removed: 803.5 cm^-1
seam zero-point energy, mixture: 2249.2 cm^-1
temperature: 900 K
zero-point Boltzmann factor error, singlet only: 1.0723
zero-point Boltzmann factor error, triplet only: 1.0058
crossing angle shift to def2-TZVP: +3.35 degree
crossing bond shift to def2-TZVP: -0.0069 angstrom
weight w1 shift to def2-TZVP: -0.1055
CCSD(T)/def2-SVP E1-E2 at MP2 crossing: -0.2075 eV
spin-orbit coupling, bare Si estimate: 100.8 cm^-1
Airy energy of the crossing: 371.8 cm^-1
tunnelling factor across the crossing: 1.0177
seam/harmonic energy, symmetric stretched: 0.874
seam/harmonic energy, symmetric compressed: 1.151
seam/harmonic energy, antisymmetric: 1.010
```
